**Imaginary-time projection of H2 in the STO-3G basis**

The program propagates two-electron determinants of H2 with $e^{-\tau H}$, where $\tau$ is imaginary time and $g$, $u$ are the even and odd orbitals. It builds $H$, the spin operators and the parity from explicit fermion operators and asserts that $H$ commutes with $S_z$, $S^2$ and the parity. The closed-shell determinants $G$ (both electrons in $g$) and $U$ (both in $u$) are shown to reach the lowest singlet gerade energy, $E_0=-1.137276$ hartree. The determinant $T$, with parallel spins in $g$ and $u$, stays at the triplet energy $E_T=-0.531808$ hartree, while $D$, with opposite spins in $g$ and $u$, approaches the same energy as its $\langle S^2\rangle$ rises from 1 to 2. Assertions compare the propagated energies, coefficients, norms and spins with closed formulas, and the limits with diagonalization inside each symmetry sector. $E_0$ is also compared with full configuration interaction in the same basis, and $E_T$ with an energy computed from the atomic-orbital density matrix. A last run shows that a singlet admixture of amplitude $10^{-6}$ in $T$ takes half the weight at $\tau\approx22.83$ hartree$^{-1}$ and then pulls the energy down to $E_0$.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Numerical check

```python
"""Imaginary-time projection of H2 in the STO-3G basis (two orbitals g and u).

Result under test: exp(-tau H) takes a starting determinant to the lowest state
of its own symmetry sector that it overlaps.
  G = |g up, g down>  -> lowest singlet gerade state, energy E0
  U = |u up, u down>  -> the same state
  T = |g up, u up>    -> is already the lowest triplet ungerade state, energy ET
  D = |g up, u down>  -> triplet with M_S = 0, energy ET (D is a spin mixture)
h_g, h_u: one-electron energies; J_gg, J_uu, J_gu: Coulomb integrals;
K = (gu|gu): exchange integral; V: nuclear repulsion.
delta = (E_U - E_G)/2, Delta = sqrt(delta^2 + K^2).
Energies in hartree, imaginary time tau in 1/hartree.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm, null_space
from pyscf import gto, scf, fci

# ---------- integrals in the symmetry orbitals ----------
bond = 1.4
geometry = [["H", (0, 0, 0)], ["H", (0, 0, bond)]]
mol = gto.M(atom=geometry, unit="Bohr", basis="sto-3g", verbose=0)
overlap = mol.intor("int1e_ovlp")
s_ab = overlap[0, 1]
orbitals = np.array([[1.0, 1.0], [1.0, -1.0]])
orbitals = orbitals / np.sqrt(2 * np.array([1 + s_ab, 1 - s_ab]))
h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
h = orbitals.T @ h_ao @ orbitals
eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                orbitals, orbitals, orbitals, orbitals)
V = mol.energy_nuc()

# ---------- fermion operators; order: g up, g down, u up, u down ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])


def annihilator(k):
    out = np.eye(1)
    for j in range(4):
        factor = sign if j < k else (lower if j == k else np.eye(2))
        out = np.kron(out, factor)
    return out


a = [annihilator(k) for k in range(4)]
c = [op.T for op in a]
number = [c[k] @ a[k] for k in range(4)]


def so(orbital, spin):
    return 2 * orbital + spin


H_fock = V * np.eye(16)
for p in range(2):
    for q in range(2):
        for s1 in range(2):
            H_fock += h[p, q] * c[so(p, s1)] @ a[so(q, s1)]
            for r in range(2):
                for s in range(2):
                    for s2 in range(2):
                        H_fock += 0.5 * eri[p, q, r, s] * (
                            c[so(p, s1)] @ c[so(r, s2)]
                            @ a[so(s, s2)] @ a[so(q, s1)])

Sz_fock = 0.5 * (number[0] - number[1] + number[2] - number[3])
S_plus = c[0] @ a[1] + c[2] @ a[3]
S2_fock = S_plus.T @ S_plus + Sz_fock @ (Sz_fock + np.eye(16))
parity_fock = (np.eye(16) - 2 * number[2]) @ (np.eye(16) - 2 * number[3])

two_electron = np.where(np.isclose(np.diag(sum(number)), 2))[0]
block = np.ix_(two_electron, two_electron)
H, Sz, S2, parity = (m[block] for m in (H_fock, Sz_fock, S2_fock, parity_fock))
assert H.shape == (6, 6)
for symmetry in (Sz, S2, parity):
    assert np.linalg.norm(H @ symmetry - symmetry @ H) < 1e-12

vacuum = np.zeros(16)
vacuum[0] = 1.0


def determinant(i, j):
    return (c[i] @ c[j] @ vacuum)[two_electron]


G, U = determinant(0, 1), determinant(2, 3)
T, D = determinant(0, 2), determinant(0, 3)


def mean(op, psi):
    return psi @ op @ psi / (psi @ psi)


def sector_levels(conditions):
    """Eigenvalues of H in the joint eigenspace of the given symmetries."""
    penalty = sum((op - value * np.eye(6)) @ (op - value * np.eye(6))
                  for op, value in conditions)
    basis = null_space(penalty, rcond=1e-10)
    return np.linalg.eigvalsh(basis.T @ H @ basis)


# ---------- closed formulas ----------
J_gg, J_uu, J_gu = eri[0, 0, 0, 0], eri[1, 1, 1, 1], eri[0, 0, 1, 1]
K = eri[0, 1, 0, 1]
E_G = 2 * h[0, 0] + J_gg + V
E_U = 2 * h[1, 1] + J_uu + V
ET = h[0, 0] + h[1, 1] + J_gu - K + V
E_open_singlet = ET + 2 * K
delta = (E_U - E_G) / 2
Delta = np.hypot(delta, K)
E0 = (E_G + E_U) / 2 - Delta
E1 = E0 + 2 * Delta
w0 = (1 + delta / Delta) / 2
w1 = 1 - w0


def ratio_formula(tau):
    t = np.tanh(Delta * tau)
    return -K * t / (Delta + delta * t)


def excess_formula(tau, low, high):
    decay = np.exp(-2 * Delta * tau)
    return 2 * Delta * high * decay / (low + high * decay)


# ---------- levels: sector diagonalization and independent energies ----------
singlet_g = sector_levels([(S2, 0), (parity, 1), (Sz, 0)])
triplet_u = sector_levels([(S2, 2), (parity, -1), (Sz, 1)])
mixed_u = sector_levels([(parity, -1), (Sz, 0)])
assert np.allclose(singlet_g, [E0, E1], atol=1e-10)
assert len(triplet_u) == 1 and abs(triplet_u[0] - ET) < 1e-10
assert np.allclose(mixed_u, [ET, E_open_singlet], atol=1e-10)
assert abs(np.linalg.eigvalsh(H)[0] - E0) < 1e-10 and E0 < ET

mean_field = scf.RHF(mol).run()
E_fci = fci.FCI(mean_field).kernel()[0]
assert abs(E_fci - E0) < 1e-8
mol_triplet = gto.M(atom=geometry, unit="Bohr", basis="sto-3g", spin=2, verbose=0)
density = np.array([np.linalg.inv(overlap), np.zeros((2, 2))])
E_triplet_ao = scf.UHF(mol_triplet).energy_tot(dm=density)
assert abs(E_triplet_ao - ET) < 1e-8

# ---------- projection by repeated short steps ----------
step = 0.25
short_propagator = expm(-step * H)


def project(start, tau_end):
    """Normalized states at all steps and logarithms of the true norms."""
    psi, log_norm = start / np.linalg.norm(start), 0.0
    states, logs = [psi], [log_norm]
    for _ in range(int(round(tau_end / step))):
        psi = short_propagator @ psi
        size = np.linalg.norm(psi)
        psi, log_norm = psi / size, log_norm + np.log(size)
        states.append(psi)
        logs.append(log_norm)
    return states, logs


def mixed_energy(trial, psi):
    return (trial @ H @ psi) / (trial @ psi)


tau_end = 32.0
from_G, _ = project(G, tau_end)
from_U, _ = project(U, tau_end)
from_T, logs_T = project(T, tau_end)
from_D, _ = project(D, tau_end)

for n in range(len(from_G)):
    tau = n * step
    g, u, t, d = from_G[n], from_U[n], from_T[n], from_D[n]
    assert abs((U @ g) / (G @ g) - ratio_formula(tau)) < 1e-9
    assert abs(mixed_energy(G, g) - E_G - K * ratio_formula(tau)) < 1e-9
    assert abs(mixed_energy(G, g) - E0 - excess_formula(tau, w0, w1)) < 1e-9
    assert abs(mean(H, u) - E0 - excess_formula(2 * tau, w1, w0)) < 1e-9
    if 2 * n < len(from_G):
        assert abs(mean(H, g) - mixed_energy(G, from_G[2 * n])) < 1e-9
    assert abs(mean(S2, g)) < 1e-9 and abs(mean(parity, g) - 1) < 1e-9
    assert abs(mean(H, t) - ET) < 1e-9 and abs(abs(T @ t) - 1) < 1e-9
    assert abs(logs_T[n] + tau * ET) < 1e-9
    assert abs(mixed_energy(D, d) - ET - K * (1 - np.tanh(K * tau))) < 1e-9
    assert abs(mean(S2, d) - 1 - np.tanh(2 * K * tau)) < 1e-9

assert abs(mean(H, from_G[-1]) - singlet_g[0]) < 1e-9
assert abs(mean(H, from_U[-1]) - singlet_g[0]) < 1e-9
assert abs(mean(H, from_D[-1]) - triplet_u[0]) < 1e-8

# ---------- a triplet start with a small singlet admixture ----------
epsilon = 1e-6
gap = ET - E0
tau_star = np.log(1 / (epsilon * np.sqrt(w0))) / gap
contaminated = []
for factor in (0.5, 1.0, 1.5):
    tau = factor * tau_star
    psi = expm(-tau * (H - ET * np.eye(6))) @ (T + epsilon * G)
    contaminated.append((tau, mean(H, psi)))
assert abs(contaminated[0][1] - ET) < 1e-5
assert abs(contaminated[1][1] - (ET + E0) / 2) < 1e-7
assert abs(contaminated[2][1] - E0) < 1e-5

# ---------- output ----------
hartree_eV = constants.value("Hartree energy in eV")
print(f"bond length R = {bond:.1f} bohr; basis STO-3G")
print(f"atomic-orbital overlap = {s_ab:.6f}")
print(f"V = {V:.6f} hartree")
print(f"h_g = {h[0, 0]:.6f} hartree, h_u = {h[1, 1]:.6f} hartree")
print(f"J_gg = {J_gg:.6f} hartree, J_uu = {J_uu:.6f} hartree")
print(f"J_gu = {J_gu:.6f} hartree, K = {K:.6f} hartree")
print(f"E_G = {E_G:.6f} hartree, E_U = {E_U:.6f} hartree")
print(f"delta = {delta:.6f} hartree, Delta = {Delta:.6f} hartree")
print(f"E0 (lowest singlet gerade) = {E0:.6f} hartree")
print(f"E1 (upper singlet gerade) = {E1:.6f} hartree")
print(f"ET (triplet ungerade) = {ET:.6f} hartree")
print(f"open-shell singlet ungerade = {E_open_singlet:.6f} hartree")
print(f"E0 from PySCF full CI = {E_fci:.6f} hartree")
print(f"ET from AO density matrix = {E_triplet_ao:.6f} hartree")
print(f"E_G - E0 = {E_G - E0:.6f} hartree")
print(f"gap ET - E0 = {gap:.6f} hartree = {gap * hartree_eV:.3f} eV")
print(f"weights of G: w0 = {w0:.6f}, w1 = {w1:.6f}")
print(f"limit of c_U/c_G = {(U @ from_G[-1]) / (G @ from_G[-1]):.6f}")
print(f"mixed-energy decay rate from G, 2 Delta = {2 * Delta:.6f} hartree")
print(f"mixed-energy decay rate from D, 2 K = {2 * K:.6f} hartree")
print("Singlet starts: tau (1/hartree), energies (hartree)")
print("  tau   G mixed    G variat.  U variat.")
for tau in (0, 0.5, 1, 2, 4, 8):
    n = int(round(tau / step))
    print(f"{tau:5.1f} {mixed_energy(G, from_G[n]):10.6f} "
          f"{mean(H, from_G[n]):10.6f} {mean(H, from_U[n]):10.6f}")
print("Starts T and D: tau (1/hartree), energies (hartree)")
print("  tau   T energy   ln norm T  D mixed    <S^2> of D")
for tau in (0, 1, 2, 4, 8, 16, 32):
    n = int(round(tau / step))
    print(f"{tau:5.1f} {mean(H, from_T[n]):10.6f} {logs_T[n]:10.6f} "
          f"{mixed_energy(D, from_D[n]):10.6f} {mean(S2, from_D[n]):10.6f}")
print(f"-ln(norm of T)/tau at tau = {tau_end:.0f}: "
      f"{-logs_T[-1] / tau_end:.6f} hartree")
print(f"admixture epsilon = {epsilon:.0e}")
print(f"half-weight time tau* = {tau_star:.4f} 1/hartree")
for tau, energy in contaminated:
    print(f"contaminated T: tau = {tau:.4f} 1/hartree, E = {energy:.6f} hartree")
print("PASS")
```

Output:

```
bond length R = 1.4 bohr; basis STO-3G
atomic-orbital overlap = 0.659318
V = 0.714286 hartree
h_g = -1.252797 hartree, h_u = -0.475602 hartree
J_gg = 0.674594 hartree, J_uu = 0.697495 hartree
J_gu = 0.663564 hartree, K = 0.181258 hartree
E_G = -1.116714 hartree, E_U = 0.460576 hartree
delta = 0.788645 hartree, Delta = 0.809207 hartree
E0 (lowest singlet gerade) = -1.137276 hartree
E1 (upper singlet gerade) = 0.481138 hartree
ET (triplet ungerade) = -0.531808 hartree
open-shell singlet ungerade = -0.169292 hartree
E0 from PySCF full CI = -1.137276 hartree
ET from AO density matrix = -0.531808 hartree
E_G - E0 = 0.020562 hartree
gap ET - E0 = 0.605468 hartree = 16.476 eV
weights of G: w0 = 0.987295, w1 = 0.012705
limit of c_U/c_G = -0.113438
mixed-energy decay rate from G, 2 Delta = 1.618414 hartree
mixed-energy decay rate from D, 2 K = 0.362516 hartree
Singlet starts: tau (1/hartree), energies (hartree)
  tau   G mixed    G variat.  U variat.
  0.0  -1.116714  -1.116714   0.460576
  0.5  -1.128057  -1.133158   0.382474
  1.0  -1.133158  -1.136458   0.081837
  2.0  -1.136458  -1.137244  -0.963937
  4.0  -1.137244  -1.137276  -1.136976
  8.0  -1.137276  -1.137276  -1.137276
Starts T and D: tau (1/hartree), energies (hartree)
  tau   T energy   ln norm T  D mixed    <S^2> of D
  0.0  -0.531808   0.000000  -0.350550   1.000000
  1.0  -0.531808   0.531808  -0.383049   1.347428
  2.0  -0.531808   1.063615  -0.413524   1.620016
  4.0  -0.531808   2.127230  -0.462933   1.895705
  8.0  -0.531808   4.254461  -0.512903   1.993965
 16.0  -0.531808   8.508921  -0.530714   1.999982
 32.0  -0.531808  17.017842  -0.531804   2.000000
-ln(norm of T)/tau at tau = 32: -0.531808 hartree
admixture epsilon = 1e-06
half-weight time tau* = 22.8284 1/hartree
contaminated T: tau = 11.4142 1/hartree, E = -0.531808 hartree
contaminated T: tau = 22.8284 1/hartree, E = -0.834542 hartree
contaminated T: tau = 34.2427 1/hartree, E = -1.137275 hartree
PASS
```
